# Image charges for an off-centre charge in a spherical dielectric cavity

## Problem

A point charge $q$ sits in an empty spherical cavity of radius $a$, at distance $s$ from the centre, with $0<s<a$. The cavity is surrounded by a uniform, linear, unbounded dielectric of relative permittivity $\varepsilon>1$, which carries no free charge. Put the origin at the centre and the charge on the positive $z$ axis. The reaction potential $\Phi_R$ is the total potential inside the cavity minus the bare Coulomb potential of $q$.

(a) Find charges on the $z$ axis, outside the cavity, which in vacuum would produce $\Phi_R$ everywhere inside it.

(b) Find the work $W$ that the reaction potential contributes when the charge is built up from zero at its fixed position.

(c) Let $a\to\infty$ with the distance $d=a-s$ to the wall held fixed. What remains of the answers to (a) and (b), and what is the first correction to $W$ from the curvature?

SI units are used, with $K=1/(4\pi\varepsilon_0)$.

## A tempting solution

Begin with the multipole series. For $r>s$ the bare potential is

$$\frac{Kq}{|\mathbf r-s\hat{\mathbf z}|}=Kq\sum_{n=0}^\infty\frac{s^n}{r^{n+1}}P_n(\cos\theta).$$

The reaction potential has no sources inside the cavity and is finite at the centre, so it has the form $\sum_n A_nr^nP_n$. Outside, the total potential has no sources and vanishes at infinity, so it has the form $\sum_n B_nr^{-n-1}P_n$. Continuity of the potential at $r=a$ gives, for each $n$,

$$Kq\frac{s^n}{a^{n+1}}+A_na^n=\frac{B_n}{a^{n+1}}
\quad\Rightarrow\quad B_n=Kqs^n+A_na^{2n+1}.$$

With no free charge on the wall, the normal displacement is continuous. The radial derivative inside therefore equals $\varepsilon$ times the one outside:

$$-(n+1)Kq\frac{s^n}{a^{n+2}}+nA_na^{n-1}=-\varepsilon(n+1)\frac{B_n}{a^{n+2}}.$$

Multiply by $a^{n+2}$ and insert $B_n$:

$$-(n+1)Kqs^n+nA_na^{2n+1}=-\varepsilon(n+1)\left(Kqs^n+A_na^{2n+1}\right).$$

Collecting the terms in $A_n$ on the left gives

$$A_n=-Kq(\varepsilon-1)\,c_n\,\frac{s^n}{a^{2n+1}},\qquad c_n=\frac{n+1}{\varepsilon(n+1)+n}.$$

This is Kirkwood's result. With $b=a^2/s$, so that $rs/a^2=r/b$, the series reads

$$\Phi_R=-\frac{Kq(\varepsilon-1)}{a}\sum_{n=0}^\infty c_n\left(\frac rb\right)^nP_n(\cos\theta).\tag{1}$$

Now comes the tempting step. The factor $c_n$ stays within a narrow range when $\varepsilon$ is large, and within a factor of two for any $\varepsilon>1$: it starts at $1/\varepsilon$ for $n=0$ and tends to $1/(\varepsilon+1)$ for large $n$. An off-centre charge excites all multipoles, so replace $c_n$ by its limit. What is left is the Legendre generating function, valid because $r\le a<b$:

$$\sum_{n=0}^\infty\left(\frac rb\right)^nP_n(\cos\theta)=\frac{b}{|\mathbf r-b\hat{\mathbf z}|}.\tag{2}$$

Write $\beta=(\varepsilon-1)/(\varepsilon+1)$. Since $b/a=a/s$, the result is

$$\Phi_R\overset{?}{=}-\frac{K\beta(a/s)q}{|\mathbf r-b\hat{\mathbf z}|},$$

a single image of strength $-\beta aq/s$ at $z=b$.

The answer even survives two checks. For $\varepsilon\to\infty$ it becomes the image $-aq/s$ of a grounded conducting sphere. For $a\to\infty$ at fixed $d$, its strength tends to $-\beta q$ and its distance behind the wall, $b-a=a(a-s)/s=ad/s$, tends to $d$. That is the image for a plane interface.

## Where it fails

Look at the centre of the cavity. At $r=0$ the term $n=0$ alone survives in (1), and $c_0=1/\varepsilon$, so

$$\Phi_R(0)=-\frac{Kq}{a}\left(1-\frac1\varepsilon\right).\tag{3}$$

The single image gives $-K\beta(a/s)q/b=-K\beta q/a$ instead. The ratio of the second value to the first is $\varepsilon/(\varepsilon+1)$, whatever the position of the charge. For $\varepsilon=4$ a fifth of the potential is missing.

The fault is the use of a large-$n$ limit in every term. The terms carry the weight $(r/b)^n$ with $r/b<1$, so the low multipoles, for which the limit is poorest, are the least suppressed. The two checks could not reveal this. As $\varepsilon\to\infty$, $(\varepsilon-1)c_n$ tends to 1 for every $n$, so the replacement does no harm. In the planar limit $r/b\to1$ near the wall, and high multipoles take over. The single image is thus an approximation, and the remainder has to be found.

## Solution of (a): the remainder is a line charge

Define $\sigma=\varepsilon/(\varepsilon+1)$, so that $1-\sigma=1/(\varepsilon+1)$. The denominator of $c_n$ is $(\varepsilon+1)n+\varepsilon=(\varepsilon+1)(n+\sigma)$, and the numerator is $n+1=(n+\sigma)+(1-\sigma)$. Without any approximation,

$$c_n=\frac1{\varepsilon+1}\left[1+\frac{1-\sigma}{n+\sigma}\right].$$

Equation (1) becomes

$$\Phi_R=-\frac{K\beta q}{a}\sum_{n=0}^\infty\left[1+\frac{1-\sigma}{n+\sigma}\right]\left(\frac rb\right)^nP_n(\cos\theta).\tag{4}$$

The "1" in the bracket gives the point image found above. The second term must be written as a superposition of point charges. A unit charge on the axis at $x>r$ has the potential $K\sum_n r^nx^{-n-1}P_n$, so we need a weight $w(x)$ whose integral against $x^{-n-1}$ is $b^{-n}/(n+\sigma)$ for every $n$. A power of $x$ starting at $b$ does this:

$$\int_b^\infty\left(\frac xb\right)^{-\sigma}\frac{dx}{x^{n+1}}
=b^\sigma\,\frac{b^{-n-\sigma}}{n+\sigma}=\frac{b^{-n}}{n+\sigma}.$$

The integral converges at its upper end because $n+\sigma>0$. Insert it into (4) and exchange sum and integral. The exchange is allowed: since $|P_n|\le1$, the sum of the absolute values is at most $\sum_n(r/b)^n/(n+\sigma)$, which is finite because $r/b\le s/a<1$. The second part of (4) is then

$$\Phi_{\rm line}=K\int_b^\infty\frac{\lambda(x)\,dx}{|\mathbf r-x\hat{\mathbf z}|},$$

with density $\lambda=-\beta(1-\sigma)(q/a)(x/b)^{-\sigma}$. The answer to (a) is therefore

$$\boxed{\;\text{point charge }-\frac{\varepsilon-1}{\varepsilon+1}\frac{aq}{s}\text{ at }z=b=\frac{a^2}{s},\qquad
\lambda(x)=-\frac{\varepsilon-1}{(\varepsilon+1)^2}\frac qa\left(\frac xb\right)^{-\varepsilon/(\varepsilon+1)}\text{ for }x\ge b\;}$$

The point charge is Friedman's image. Both sources act as if in vacuum, and they represent $\Phi_R$ for $r\le a$. They do not describe the potential in the dielectric.

At the centre the line contributes $-(K\beta q/a)(1-\sigma)/\sigma$. Added to the point image's $-K\beta q/a$, this makes $-K\beta q/(\sigma a)=-Kq(\varepsilon-1)/(\varepsilon a)$, which is (3).

These sources are not the real polarization charge. The line charge between $b$ and $X$ is

$$\int_b^X\lambda\,dx=-\beta(1-\sigma)\frac{q}{a}\,b\,\frac{(X/b)^{1-\sigma}-1}{1-\sigma}
=-\beta\frac{aq}{s}\left[\left(\frac Xb\right)^{1-\sigma}-1\right],$$

which grows without limit as $X\to\infty$. The potential stays finite because distant pieces contribute in proportion to $x^{-1-\sigma}$. The real charge lies on the cavity wall. Just outside the wall the displacement has total flux $q$, so the electric field has flux $q/(\varepsilon\varepsilon_0)$. By Gauss's law the enclosed charge is $q/\varepsilon$, and the wall carries $-q(1-1/\varepsilon)$.

**Example.** Take $q=e$, $a=1$ nm, $s=0.6$ nm and $\varepsilon=4$. Then $\beta=0.6$, $\sigma=0.8$ and $b=1/0.6=1.667$ nm. The image strength is $-0.6\,e/0.6=-1.0\,e$, and the line starts with density $-(3/25)\,e/\text{nm}=-0.12\,e/\text{nm}$. Up to $10\,b$ the line holds $-(10^{0.2}-1)e=-0.585\,e$, and up to $10^5b$ it holds $-(10-1)e=-9\,e$. The wall carries $-0.75\,e$.

At $r=0.5$ nm and $\cos\theta=0.5$ the point image gives $-0.9721$ V and the line $-0.2291$ V, together $-1.2011$ V. The numerical check obtains the same value from Kirkwood's series. It also computes the wall charge implied by the images and integrates its Coulomb potential, which again gives $-1.2011$ V.

## Solution of (b): the charging work

At a fixed position $\Phi_R$ is proportional to the charge. When the charge has reached $q'$, the reaction potential at its place is $(q'/q)\Phi_R(s)$, where $\Phi_R(s)$ belongs to the full charge. Hence

$$W=\int_0^q\frac{q'}{q}\Phi_R(s)\,dq'=\tfrac12q\,\Phi_R(s).$$

The bare self-energy of the charge is the same as in vacuum and is left out.

The point image acts at distance $b-s=(a^2-s^2)/s$, so its potential at the charge is

$$-K\beta q\,\frac as\,\frac{s}{a^2-s^2}=-K\beta q\,\frac{a}{a^2-s^2}.$$

The line part follows from (4) with $P_n(1)=1$ and $r=s$. Let $\tau=s/b=s^2/a^2$. Then

$$W=-\frac{Kq^2\beta}{2}\left[\frac a{a^2-s^2}+\frac{1-\sigma}{a}S(\tau)\right],\qquad
S(\tau)=\sum_{n=0}^\infty\frac{\tau^n}{n+\sigma}.\tag{5}$$

How much is lost if the line is dropped? In the $n$th term of (4) the line's share is

$$\frac{(1-\sigma)/(n+\sigma)}{(n+1)/(n+\sigma)}=\frac{1-\sigma}{n+1}\le\frac{1}{\varepsilon+1},$$

with equality for $n=0$ alone. At the charge all terms have the same sign, so the line's share of $W$ is a weighted average of these values and lies below $1/(\varepsilon+1)$. The argument needs terms of equal sign, so it does not carry over to general off-axis points.

**Example, continued.** From (3), the centre potential of $-1.07997$ V equals $-0.75\,Kq/a$, so $Kq/a=1.440$ V. The point image contributes

$$-\frac{0.6\times1.440\ \text{V}}{1-0.36}=-1.350\ \text{V}$$

at the charge, and the line contributes $-0.2615$ V. The sum is $-1.6115$ V, and half of it times $e$ gives $W=-0.806$ eV, or $-1.291\times10^{-19}$ J. The line's share is $0.2615/1.6115=0.162$, below the bound $0.2$. For $\varepsilon=80$ and the same geometry the share is $0.0098$, below the bound $0.0123$. In a strongly polar medium the point image alone is thus a good approximation to $W$.

## Solution of (c): the planar limit

Hold $d=a-s$ fixed, and take a fixed field point at depth $h>0$ on the cavity side of the wall and at distance $\rho$ from the axis, so that $z=a-h$. The point image lies at axial distance $b-z=ad/s+h$, which tends to $d+h$, and its strength tends to $-\beta q$. Its potential tends to

$$\Phi_{\rm plane}=-\frac{K\beta q}{\sqrt{\rho^2+(h+d)^2}}.$$

Does the line disappear? Its density falls as $1/a$, but that alone proves nothing, because the line is infinitely long and its total charge is infinite for every $a$. The potential itself must be bounded. With $t=r/b=rs/a^2$, $|P_n|\le1$, and $1/(n+\sigma)<1/n$ for $n\ge1$,

$$|\Phi_{\rm line}|\le\frac{K|q|\beta(1-\sigma)}{a}\left[\frac1\sigma+\sum_{n=1}^\infty\frac{t^n}{n}\right]
=\frac{K|q|\beta(1-\sigma)}{a}\left[\frac1\sigma-\ln(1-t)\right].$$

At the fixed point $r=\sqrt{(a-h)^2+\rho^2}=a-h+O(1/a)$ and $s=a-d$, so $1-t=(h+d)/a+O(1/a^2)$. The bracket grows like $\ln a$ while the prefactor falls as $1/a$. The line's potential therefore vanishes, and the planar image $-\beta q$ at distance $d$ behind the interface remains. Its potential at the charge is $-K\beta q/(2d)$, so

$$W\to W_{\rm plane}=-\frac{Kq^2\beta}{4d}.$$

For the first correction, expand both terms of (5). Since $a^2-s^2=d(2a-d)$,

$$\frac{a}{a^2-s^2}=\frac1{2d}\,\frac1{1-d/(2a)}=\frac1{2d}\left[1+\frac d{2a}+O\!\left(\frac{d^2}{a^2}\right)\right].$$

The sum $S(\tau)$ is needed near $\tau=1$. Separate its logarithm:

$$S(\tau)=\frac1\sigma-\ln(1-\tau)-\sum_{n=1}^\infty\tau^n\left[\frac1n-\frac1{n+\sigma}\right].$$

The bracket equals $\sigma/[n(n+\sigma)]$, so the last sum converges at $\tau=1$. Its value there is $\psi(1+\sigma)+\gamma$, by the standard series for the digamma function $\psi$, where $\gamma$ is Euler's constant.

Setting $\tau=1$ in that sum costs $\sum_n(1-\tau^n)\sigma/[n(n+\sigma)]$. Use $1-\tau^n\le n(1-\tau)$ for $n$ up to $1/(1-\tau)$, and $1-\tau^n\le1$ beyond. The first range then gives at most a term of order $(1-\tau)\ln[1/(1-\tau)]$, and the second a term of order $1-\tau$. With $\psi(1+\sigma)=\psi(\sigma)+1/\sigma$ the terms $1/\sigma$ cancel:

$$S(\tau)=-\ln(1-\tau)-\psi(\sigma)-\gamma+O\!\left((1-\tau)\ln\frac1{1-\tau}\right).$$

Here $1-\tau=1-(1-d/a)^2=2d/a-d^2/a^2$, so $-\ln(1-\tau)=\ln(a/2d)+O(d/a)$. Dividing (5) by $W_{\rm plane}$ multiplies its bracket by $2d$, and $1-\sigma=1/(\varepsilon+1)$, so

$$\frac{W}{W_{\rm plane}}=1+\frac da\left\{\frac12+\frac2{\varepsilon+1}\left[\ln\frac a{2d}-\psi(\sigma)-\gamma\right]\right\}+O\!\left(\frac{d^2}{a^2}\ln\frac ad\right).\tag{6}$$

The $\tfrac12$ comes from the point image and the rest from the line. Within (6), the line's term exceeds the point image's $\tfrac12$ once $\ln(a/2d)>(\varepsilon+1)/4+\psi(\sigma)+\gamma$, although the line vanishes in the limit. This threshold rises exponentially with $\varepsilon$: it lies near $a/d\approx10^9$ for $\varepsilon=80$, where the point image supplies most of the curvature correction at any realistic size. For $\varepsilon=4$ the condition gives $a/d\approx5$, where (6) is not yet accurate. With the exact (5) the line's part overtakes the point image's excess over $W_{\rm plane}$ already at $a/d\approx2.6$: in the first row of the table below the two are $0.131$ and $0.135$ eV.

**Example, concluded.** Keep $\varepsilon=4$ and $d=0.4$ nm. Since $Kq^2=1.440$ eV nm, $W_{\rm plane}=-0.6\times1.440/(4\times0.4)$ eV $=-0.540$ eV, or $-8.65\times10^{-20}$ J. As the cavity grows:

| $a/d$ | $W$ (eV) | line part (eV) | $W/W_{\rm plane}$ | formula (6) |
|---|---|---|---|---|
| 2.5 | −0.8058 | −0.1308 | 1.492 | 1.298 |
| 10 | −0.6197 | −0.0513 | 1.148 | 1.130 |
| 100 | −0.5521 | −0.0094 | 1.0225 | 1.0222 |
| 10000 | −0.5402 | −0.0002 | 1.0004 | 1.0004 |

The first row is the cavity of the earlier example, where $d/a=0.4$ is too large for (6). The monopole term of $W$ in that cavity is also $-0.540$ eV. This is an accident of the parameters: the monopole term $-Kq^2(1-1/\varepsilon)/(2a)$ equals $W_{\rm plane}$ when $d/a=\sigma/2$, which is $0.4$ here.

At the fixed point $h=0.3$ nm, $\rho=0.5$ nm the planar potential is $-1.0044$ V. For $a/d=10000$ the image and line together give $-1.0048$ V. The line's part has magnitude $0.00039$ V, within its bound of $0.00043$ V.

As the charge approaches the wall, $d\to0$, $W$ diverges as $-1/d$. This is a property of the model, which has a point charge and a sharp boundary. When $d$ is comparable with the size of the molecules of the medium, a uniform local permittivity no longer describes the response, and neither the images nor (6) should be trusted. The example already sits at this edge: $d=0.4$ nm is of molecular size, and for $\varepsilon=4$ the field in the dielectric at the wall nearest the charge is about 3 V/nm, where linear response is not assured. Its numbers illustrate the model and are not predictions for a real medium.

## Values computed for the example and the checks

```
cavity radius a = 1.000 nm, charge at s = 0.600 nm
charge q = 1.000 e, eps = 4.0
beta = 0.6000, sigma = 0.8000
image position b = 1.6667 nm
image strength = -1.0000 e
line density at x=b: -0.1200 e/nm
line charge from b to 10 b: -0.5849 e
line charge from b to 100000 b: -9.0000 e
potential at centre = -1.07997 V
total surface charge = -0.75000 e
off-axis point: r = 0.50 nm, cos(theta) = 0.50
  point image      -0.972052 V
  line charge      -0.229092 V
  image + line     -1.201144 V
  Kirkwood series  -1.201144 V
  surface charge   -1.201144 V
at the charge: point image -1.34997 V
at the charge: line charge -0.26154 V
at the charge: sum         -1.61151 V
charging work W = -0.80575 eV = -1.2910e-19 J
  multipole n=0: -0.53999 eV, sum so far -0.53999 eV
  multipole n=1: -0.17280 eV, sum so far -0.71278 eV
  multipole n=2: -0.05998 eV, sum so far -0.77277 eV
  multipole n=3: -0.02122 eV, sum so far -0.79398 eV
  multipole n=4: -0.00756 eV, sum so far -0.80154 eV
eps=4: line share of W 0.16229, bound 1/(eps+1) 0.20000
eps=80: line share of W 0.00981, bound 1/(eps+1) 0.01235
planar limit at d = 0.40 nm: W_plane = -0.53999 eV = -8.6515e-20 J
a/d, W (eV), line part (eV), W/W_plane, curvature formula
    2.5 -0.80575 -0.13077 1.492172 1.297750
   10.0 -0.61975 -0.05134 1.147706 1.129889
  100.0 -0.55214 -0.00944 1.022507 1.022199
 1000.0 -0.54169 -0.00143 1.003145 1.003141
10000.0 -0.54021 -0.00019 1.000406 1.000406
fixed point: depth 0.30 nm, sideways 0.50 nm
planar image potential there = -1.004355 V
a/d, image+line (V), line alone (V), bound on line (V)
    100 -1.029603 -0.018969 0.022914
   1000 -1.007847 -0.002867 0.003283
  10000 -1.004803 -0.000386 0.000428
```
